Total spin from spin-assigned wave functions: pure and mixed estimators, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The exchange estimator of S²

A real-space Monte Carlo code for a spin-free Hamiltonian labels the first N↑ electrons as spin up and the other N↓ as spin down and carries no spin variables. The labels fix the projection ħM of the spin and leave its length open. A product of unrestricted determinants, or a Jastrow factor that treats parallel and antiparallel pairs differently, can mix states of different total spin, and the energy then belongs to a mixture whose composition the labels do not reveal. For two electrons labelled up and down, the singlet and the M = 0 triplet have the same labels. To see which one is being sampled, S² has to be rewritten as an operator on positions alone. In diffusion Monte Carlo its average over walkers is, as for any operator, a mixed matrix element, and because this operator is not diagonal in position, reweighting the walkers does not in general make it a pure one. The mixed value can equal the pure expectation value, differ from it by a full ħ², or lie above the largest eigenvalue of S², depending on the nodal constraint.

### 1. Conventions

The state Ψ(r₁σ₁, …, r_Nσ_N) is antisymmetric under exchange of any two labels, position and spin together. It is written Ψ(R; σ), with R = (r₁, …, r_N) and σ = (σ₁, …, σ_N), each σ_k being ↑ or ↓. The one-electron spin operators obey

s_z|↑⟩ = (ħ/2)|↑⟩,  s_z|↓⟩ = −(ħ/2)|↓⟩,
s₊|↓⟩ = ħ|↑⟩,  s₋|↑⟩ = ħ|↓⟩,  s₊|↑⟩ = s₋|↓⟩ = 0,

with s± = s_x ± i s_y, and capitals denote sums over all electrons. Operators of different electrons act on different arguments and commute, so every fermion sign comes from the antisymmetry of Ψ.

One assumption is made: Ψ is an eigenstate of S_z, so Ψ(R; σ) vanishes unless σ contains N↑ up and N↓ down spins, and

S_zΨ = ħMΨ,  M = (N↑ − N↓)/2,

with M of either sign. States that superpose different M, as arise with spin–orbit coupling or non-collinear spinors, are excluded. The reference assignment is σ₀ = (↑…↑ ↓…↓), and the spin-assigned function is

F(R) = Ψ(R; σ₀).

Exchanging two electrons of like spin leaves σ₀ unchanged, so F is antisymmetric in r₁ … r_{N↑} and, separately, in the remaining positions. No symmetry between the groups is implied. P_ijR is the configuration with r_i and r_j interchanged, and (P_ijF)(R) = F(P_ijR). Values of S² are given in units of ħ² = 1.112122×10⁻⁶⁸ J² s².

### 2. One spin assignment is enough

Take any σ with N↓ down spins and a permutation π that sorts it, so that σ_{π(k)} is the k-th entry of σ₀. Antisymmetry under π applied to all arguments gives

Ψ(R; σ) = sgn(π) Ψ(r_{π(1)}, …, r_{π(N)}; σ₀) = sgn(π) F(πR).  (1)

Two sorting permutations differ by a reordering inside the groups. That reordering multiplies sgn(π) and F(πR) by the same sign, so (1) does not depend on the choice. Conversely, any F with the in-group antisymmetry defines through (1) an antisymmetric Ψ whose σ₀ component is F.

Let Ψ′ be a second such state, with G(R) = Ψ′(R; σ₀). The operator S² is symmetric in the labels and commutes with S_z, so S²Ψ is again antisymmetric with the same M and (1) applies to it. In

⟨Ψ′|S²|Ψ⟩ = Σ_σ ∫dR Ψ′*(R; σ) (S²Ψ)(R; σ)

each term therefore equals sgn(π)² ∫dR G*(πR) (S²Ψ)(πR; σ₀). The squared sign is 1, and renaming the integration variables has unit Jacobian, so all C(N, N↓) = N!/(N↑! N↓!) terms are equal. The same count multiplies the overlap and cancels:

⟨Ψ′|S²|Ψ⟩ / ⟨Ψ′|Ψ⟩ = ∫dR G*(R) (S²Ψ)(R; σ₀) / ∫dR G*(R) F(R).  (2)

### 3. The σ₀ component of S²Ψ

From [S_x, S_y] = iħS_z,

S₋S₊ = (S_x − iS_y)(S_x + iS_y) = S_x² + S_y² + i[S_x, S_y] = S_x² + S_y² − ħS_z,

and adding S_z² + ħS_z to both sides gives

S² = S_z² + ħS_z + S₋S₊.

The first two terms give ħ²M(M+1)F. The last is split into terms on one electron and terms on two:

S₋S₊ = Σ_i s₋ᵢs₊ᵢ + Σ_{i≠j} s₋ⱼs₊ᵢ.

The one-electron product s₋s₊ sends |↓⟩ to ħ²|↓⟩ and annihilates |↑⟩. It is diagonal, and on the σ₀ component the sum gives ħ²N↓F.

For i ≠ j the component is

(s₋ⱼs₊ᵢΨ)(R; σ₀) = Σ_σ′ ⟨σ₀|s₋ⱼs₊ᵢ|σ′⟩ Ψ(R; σ′).

The operator leaves electron i up and electron j down, so the matrix element vanishes unless i is in the up group and j in the down group of σ₀. It acts without annihilating only on a σ′ with i down and j up, and the other spins are untouched. One σ′ contributes, namely σ₀ with entries i and j interchanged, with matrix element ħ·ħ. In that component slot i holds (r_i, ↓) and slot j holds (r_j, ↑). Interchanging the contents of the two slots costs a minus sign and puts (r_j, ↑) in slot i and (r_i, ↓) in slot j, which is the assignment σ₀ at the configuration P_ijR:

Ψ(R; σ′) = −F(P_ijR).

Collecting the three pieces,

(S²Ψ)(R; σ₀) = ħ² (ÔF)(R),
(ÔF)(R) = [M(M+1) + N↓] F(R) − Σ_{i↑, j↓} F(P_ijR),  (3)

where the sum runs over the N↑N↓ unlike-spin pairs, each once. Equation (3) holds at every R and makes no reference to a Hamiltonian. The constant has a form symmetric in the two groups,

M(M+1) + N↓ = M² + (N↑ − N↓)/2 + N↓ = M² + N/2,

which shows that it is unchanged when up and down are renamed and that no condition on the sign of M is needed.

### 4. The same result from the spin-exchange identity

A second route shows where the in-group antisymmetry enters. With s_i·s_j = s_zi s_zj + (s₊ᵢs₋ⱼ + s₋ᵢs₊ⱼ)/2, the state |↑↑⟩ goes to (ħ²/4)|↑↑⟩ and |↑↓⟩ goes to ħ²(−¼|↑↓⟩ + ½|↓↑⟩), and likewise with the arrows reversed. On all four basis states this agrees with s_i·s_j = ħ²(½P^σ_ij − ¼), where P^σ exchanges spins. With s_i² = ¾ħ² and N(N−1)/2 pairs,

S²/ħ² = 3N/4 + 2 Σ_{i<j} (½P^σ_ij − ¼) = N − N²/4 + Σ_{i<j} P^σ_ij.

Antisymmetry means P^σ_ij P_ij Ψ = −Ψ, so P^σ_ij acts on Ψ as −P_ij. For a like-spin pair −P_ijF = +F, and there are N↑(N↑−1)/2 + N↓(N↓−1)/2 such pairs. The constant becomes

N − N²/4 + (N↑² + N↓²)/2 − N/2 = N/2 + (N↑ − N↓)²/4 = N/2 + M²,

because 2N↑² + 2N↓² − (N↑ + N↓)² = (N↑ − N↓)². The unlike pairs remain as −ΣP_ij, which is (3). A function that lacks the in-group antisymmetry does not allow the replacement −P_ij → 1, and the expectation value of (3) in it is in general not that of S² in the antisymmetrised state. A bare product of orbitals that are orthonormal within each group is an exception: there ⟨P_ij⟩ is the squared overlap of the two orbitals involved, and the sum over pairs gives the value of the determinant, (9) below.

### 5. Ratio form, pure and mixed

Define the exchange ratio and the local value

ρ_ij(R) = F(P_ijR)/F(R),  O_L(R) = M(M+1) + N↓ − Σ_{i↑, j↓} ρ_ij(R).

Insert (3) in (2) and write G*(R)F(P_ijR) = G*(R)F(R) ρ_ij(R):

⟨Ψ′|S²|Ψ⟩ / (ħ²⟨Ψ′|Ψ⟩) = ∫dR G*F O_L / ∫dR G*F.  (4)

The rewriting is valid if the set where F = 0 has zero measure or if G vanishes there too. For G = F the second condition holds automatically, the weight is |F|², and

⟨S²⟩/ħ² = M(M+1) + N↓ − Σ_{i↑, j↓} ⟨F(P_ijR)/F(R)⟩,  average over |F|².  (5)

This is the pure expectation value in F, and with F = Ψ_T it is what variational Monte Carlo (VMC) measures. In importance-sampled diffusion Monte Carlo (DMC) the walkers are distributed as ΦΨ_T, with Φ the projected state, and the ratio the code can evaluate is that of Ψ_T. Equation (4) with G = Φ and F = Ψ_T identifies the walker average of O_L as the mixed value

O_mix = ⟨Φ|Ô|Ψ_T⟩ / ⟨Φ|Ψ_T⟩.  (6)

Each P_ij is Hermitian, since renaming r_i ↔ r_j turns ∫G*(R)F(P_ijR) into ∫G*(P_ijR)F(R), and so Ô is Hermitian. Two consequences follow. If ÔΨ_T = S(S+1)Ψ_T, then O_L = S(S+1) at every configuration and (6) returns that value whatever Φ is, so the mixed estimator then says nothing about Φ. If ÔΦ = S(S+1)Φ, moving Ô to the left gives S(S+1) for any Ψ_T that overlaps Φ.

The pure value in Φ is (5) with F = Φ and needs Φ(P_ijR)/Φ(R). Forward walking changes the weight from ΦΨ_T to Φ² and leaves the ratio as it was. It delivers ∫Φ² Ψ_T(P_ijR)/Ψ_T(R), whereas the pure term is ∫Φ(R)Φ(P_ijR). With Φ = gΨ_T the two integrands are g(R)²Ψ_T(R)Ψ_T(P_ijR) and g(R)g(P_ijR)Ψ_T(R)Ψ_T(P_ijR). They coincide when g is symmetric under P_ij; otherwise nothing makes the integrals equal.

### 6. Bounds and variance

Since ⟨S₋S₊⟩ = ‖S₊Ψ‖²/‖Ψ‖² ≥ 0, the pure value is at least M(M+1). The mirror form S² = S_z² − ħS_z + S₊S₋ gives at least M(M−1). Since P_ij preserves the norm, the Cauchy–Schwarz inequality gives |⟨P_ij⟩| ≤ 1, and the pure value is at most M² + N/2 + N↑N↓ = N²/4 + N/2. Hence

|M|(|M|+1) ≤ ⟨S²⟩/ħ² ≤ (N/2)(N/2 + 1).  (7)

Both proofs use the same function on the left and on the right. They do not apply to (6), and the mixed value is not confined to this interval.

The ratio diverges at those nodes of F where F(P_ijR) does not vanish as well, but its second moment is finite:

⟨|ρ_ij|²⟩ = ∫_{F≠0} |F(P_ijR)|² dR / ∫|F|² dR = 1,

the last step holding when the nodes have zero measure. The mean ⟨P_ij⟩ is real because P_ij is Hermitian, so

var(ρ_ij) = ⟨|ρ_ij|²⟩ − ⟨P_ij⟩² = 1 − ⟨P_ij⟩².  (8)

It vanishes only when Cauchy–Schwarz is saturated, that is when P_ijF = ±F. The variance of O_L is finite as well, being that of a finite sum of terms of finite variance, and it is zero for a spin eigenfunction even when the separate ρ_ij fluctuate, because (3) holds pointwise.

All unlike pairs have the same mean. A relabelling inside the groups maps one pair onto another and multiplies F(R) and F(P_ijR) by the same sign. The sum in (5) may therefore be replaced by N↑N↓ times one pair ratio without bias. The variance is then (N↑N↓)²(1 − ⟨P_ij⟩²), and the cancellation between pairs is lost: for a closed shell with N↑ = N↓ = n the sum of the n² equal means is n, so ⟨P_ij⟩ = 1/n and the one-pair variance is n⁴ − n², against zero for the full sum.

### 7. Determinants and the evaluation of the ratios

Let F = D↑D↓, with D↑ the normalised determinant of orthonormal orbitals φ_k and D↓ that of orthonormal orbitals χ_l. Expanding along the first electron gives D↑(r, X) = N↑^{−1/2} Σ_k ± φ_k(r) D_k(X), where D_k is the normalised determinant of the other orbitals. Two D_k with different k differ in one orbital and are orthogonal, so

∫dX D↑*(r, X) D↑(r′, X) = (1/N↑) Σ_k φ_k*(r) φ_k(r′),

and similarly for D↓. With r the position of the first up electron and r′ that of the first down electron, the exchanged function is D↑(r′, X)D↓(r, Y), and

⟨P⟩ = (1/(N↑N↓)) Σ_{k,l} ∫dr φ_k*(r)χ_l(r) ∫dr′ χ_l*(r′)φ_k(r′).

The two integrals are complex conjugates. Multiplying by the N↑N↓ equivalent pairs,

⟨S²⟩/ħ² = M(M+1) + N↓ − Σ_{k,l} |⟨φ_k|χ_l⟩|²,  (9)

the spin expectation value of an unrestricted determinant.

For sampling, define the Slater matrices A_ik = φ_k(r_i) for up electrons and B_jl = χ_l(r_j) for down electrons. The exchange replaces row i of A by φ_k(r_j) and row j of B by χ_l(r_i). A determinant is linear in one row, with the cofactors as coefficients, and the cofactor of A_ik is det A (A⁻¹)_ki. With the cross matrices U_jk = φ_k(r_j), up orbitals at down positions, and W_il = χ_l(r_i), down orbitals at up positions,

ρ_ij = (UA⁻¹)_ji (WB⁻¹)_ij,  Σ_{i,j} ρ_ij = tr(UA⁻¹WB⁻¹).  (10)

All ratios come from the two cross matrices, which hold 2N↑N↓ orbital values per configuration, and from two matrix products with inverses the code already holds. No sign is to be added to (10): each determinant keeps its row order, and the fermion sign of the exchange is the minus sign in (3).

Equation (10) supplies a pointwise check for an implementation. Take N↑ ≥ N↓ and restricted orbitals, χ_l = φ_l for l ≤ N↓. Then W consists of the first N↓ columns of A, so A⁻¹W consists of the first N↓ columns of the unit matrix. Multiplying U by it selects the first N↓ columns of U, which form B. The trace is tr(BB⁻¹) = N↓, and O_L = M(M+1) at every configuration: the restricted determinant has S = M.

### 8. Jastrow factors

For F = e^{J}D↑D↓ each ratio in (10) is multiplied by exp[J(P_ijR) − J(R)]. If J is symmetric in all positions the factor is 1, e^J commutes with Ô, and a spin eigenfunction keeps its spin. A contaminated function stays contaminated, but its ⟨S²⟩ can change, because the weight |F|² changes.

Let J = Σ u(r_kl) with u = u∥ for like pairs and u⊥ for unlike pairs, and put δ = u∥ − u⊥. The pair (i, j) keeps its distance and its type. For a third electron k that is up, the terms before the exchange are u∥(r_ik) + u⊥(r_jk), and after it, with the up slot at r_j and the down slot at r_i, they are u∥(r_jk) + u⊥(r_ik). The change is δ(r_jk) − δ(r_ik). For k down the roles are reversed. Hence

J(P_ijR) − J(R) = Σ_{k↑, k≠i} [δ(r_jk) − δ(r_ik)] − Σ_{k↓, k≠j} [δ(r_jk) − δ(r_ik)].  (11)

The factor f_ji = exp[J(P_ijR) − J(R)] differs from pair to pair, so the sum is Σ_{i,j} f_ji (UA⁻¹)_ji (WB⁻¹)_ij and no longer the trace in (10). For two electrons both sums are empty: helium cannot test this branch of a code.

### 9. Tests on a lattice

Equations (3), (5) and (6) were tested against S² = S_x² + S_y² + S_z² built from Pauli matrices and applied to the full tensor Ψ(R; σ), obtained by summing over all N! permutations. Positions ran over four sites, F and G were random complex functions antisymmetrised within the groups, and (N↑, N↓) took the values (1,1), (2,0), (2,1), (1,2), (2,2), (3,1), (1,3) and (3,2). The largest deviation, over the pointwise identity and the pure and mixed values, was 5.5×10⁻¹⁵ ħ², which is rounding error. Further tests confirm the lower bound in (7), confirm (9) for random unrestricted orbitals with (2,2), and confirm that the formula fails for a (2,1) function without in-group antisymmetry. For a restricted (2,2) determinant times a random pair factor, the explicit S² is 0.000000 ħ² when the factor is symmetric and 0.004483 ħ² when u∥ is half of u⊥, and (5) reproduces the second value. That number belongs to one random draw; it shows that contamination occurs and is not a typical size. On a lattice F vanishes whenever two like-spin electrons share a site, a finite fraction of the configurations, so (8) does not apply once a group holds two electrons; it is tested in the continuum, for one electron in each group, in section 11.

## Part II. Helium: singlet, triplet, free projection and fixed nodes

F(R) is the component of an antisymmetric state with the first N↑ electrons up and the other N↓ down, M = (N↑ − N↓)/2, and P_ij interchanges two positions. On such functions S² acts as ħ²Ô with Ô = M(M+1) + N↓ − Σ_{i↑,j↓} P_ij, which is Hermitian (3). The local value O_L = (ÔF)/F averaged over |F|² is the pure value (5). Built from Ψ_T and averaged over ΦΨ_T it is the mixed value O_mix = ⟨Φ|Ô|Ψ_T⟩/⟨Φ|Ψ_T⟩ (6). Pure values obey the bounds (7), and one exchange ratio has variance 1 − ⟨P_ij⟩² (8). All functions are now real, and all values quoted are in the numerical output or follow from it by the arithmetic shown.

### 10. Two electrons

For N↑ = N↓ = 1, M = 0, there is one pair, P = P₁₂, and

Ô = 1 − P.

No symmetry is required of F(r₁, r₂). Any F splits into F_s = (F + PF)/2 and F_a = (F − PF)/2, which are orthogonal because P is Hermitian, and ÔF_s = 0, ÔF_a = 2F_a. A symmetric F is a singlet, an antisymmetric F is the M = 0 triplet, and the pure value is twice the triplet weight ‖F_a‖²/‖F‖². For N↑ = 2, N↓ = 0 the sum is empty, M = 1, and Ô = 2 identically; the antisymmetry of F is then a requirement and not a result.

The Hamiltonian is nonrelativistic with a fixed point nucleus, k = e²/(4πε₀):

H = −(ħ²/2m)(∇₁² + ∇₂²) − 2k/r₁ − 2k/r₂ + k/r₁₂.

It was diagonalised in all products χ_p(r₁)χ_q(r₂) of an orthonormalised Gaussian basis: 18 s functions with exponents 0.004×2.3^κ (κ = 0 … 17), p functions with 0.4, 1.2 and 3.6, and a d function with 1.5, in units of 1/a₀² = 3.57106×10²⁰ m⁻². This is full configuration interaction (CI) for the up-down assignment with no exchange symmetry imposed. For F = Σ c_pq χ_p(r₁)χ_q(r₂) the exchange transposes c, and orthonormality gives ⟨P⟩ = Σ c_pq c_qp / Σ c_pq². The lowest root has E_S = −12.6508 aJ and S² = 0.000000 ħ², the second has E_T = −9.4814 aJ and S² = 2.000000 ħ². A second-quantised S² routine applied to the same vectors is tested to give the same values. The gap is

Δ = E_T − E_S = −9.48141 aJ + 12.65078 aJ = 3.16937 aJ = 19.78 eV,

and with ħ = √(1.112122×10⁻⁶⁸ J² s²) = 1.05457×10⁻³⁴ J s the time ħ/Δ is 33.27 as. These energies omit relativity, nuclear motion and angular momenta above d, and a Gaussian product basis has no cusps; they define the model and are not values for the real atom. They are not converged in the basis to the digits shown: with 24 s, 9 p, 6 d, 4 f and 2 g functions E_S falls by 0.007 aJ and E_T by 0.002 aJ, the gap rises by 0.03 eV to 19.815 eV, and ħ/Δ becomes 33.22 as.

S² has been written as an exchange operator on positions alone, with its pure and mixed estimators, and the helium singlet and triplet have been computed as a test case. What remains is to see how these estimators behave for a contaminated trial function, under free projection and under fixed nodes.
